# Four Levi-Civita tensors on a tetrahedron and a 6j symbol

## Problem

A spin network is a diagram in which each line stands for an angular momentum and each vertex for an invariant coupling of the lines that meet there. For spin 1 the lines can carry ordinary vector indices, and the vertex is the Levi-Civita tensor $\varepsilon_{ijk}$, with $\varepsilon_{xyz}=+1$ and total antisymmetry.

Label the six edges of a tetrahedron $a,b,c,d,e,f$ so that the edges meeting at its four vertices are

$$
V_1:(abc),\qquad V_2:(aef),\qquad V_3:(dbf),\qquad V_4:(dec).
$$

Put one tensor at each vertex and sum every edge index over $x,y,z$:

$$
T=\sum_{a,b,c,d,e,f}\varepsilon_{abc}\,\varepsilon_{aef}\,\varepsilon_{dbf}\,\varepsilon_{dec}.
$$

1. Find $T$ by identifying the nonzero terms, and check it with the identity for a product of two Levi-Civita tensors.
2. How does $T$ change when the cyclic order of the edges at a vertex is reversed? Which part of the result is independent of this choice?
3. Find the factor that gives $\varepsilon_{ijk}$ unit norm, and evaluate the tetrahedron with normalised vertices.
4. Show that the normalised tetrahedron equals the 6j symbol with all six entries equal to 1, including its sign. Use the definition
$$
\begin{aligned}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}
=\sum_{m_1\ldots m_6}&(-1)^{\sum_k(j_k-m_k)}
\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}
\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\\
&\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}
\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.
\end{aligned}
$$
5. Three spins 1 have total angular momentum $J=1$, and spins 1 and 2 are coupled to $J_{12}=1$. What is the probability of finding $J_{23}=1$? What are the probabilities of the other values of $J_{23}$?

All quantities are dimensionless; angular momenta are in units of $\hbar$.

## Solution

### 1. The contraction

A factor $\varepsilon_{ijk}$ vanishes if two of its indices agree. A term of $T$ therefore survives only if the three edges at each vertex carry three different values. If $x,y,z$ are regarded as colours, the surviving terms are the colourings of the edges in which no two edges of equal colour meet.

At $V_1$ the values of $a,b,c$ must be a permutation of $x,y,z$, which allows $3!=6$ choices. The rest is then forced:

- At $V_2$, the edges $e$ and $f$ must carry the two values different from $a$, so $\{e,f\}=\{b,c\}$.
- At $V_3$, $f\neq b$. Hence $f=c$, and therefore $e=b$.
- Also at $V_3$, $d$ must differ from $b$ and from $f=c$. Hence $d=a$.

The last vertex then carries $(dec)=(abc)$, which is allowed. Each edge has the same colour as the opposite edge, the one with which it shares no vertex: the opposite pairs are $a$–$d$, $b$–$e$ and $c$–$f$.

Inserting $d=a$, $e=b$, $f=c$ makes all four factors equal:

$$
\varepsilon_{abc}\,\varepsilon_{aef}\,\varepsilon_{dbf}\,\varepsilon_{dec}
=(\varepsilon_{abc})^4=(\pm1)^4=+1 .
$$

There are six such terms, so

$$
T=6 .
$$

A search through all $3^6=729$ assignments, listed in the numerical output, finds these six colourings, each contributing $+1$.

For the algebraic check, consider first the sum over $a$ of $\varepsilon_{abc}\varepsilon_{aef}$. For given $b\neq c$, only the third value of $a$ contributes, and then $(e,f)$ must be either $(b,c)$, with product $+1$, or $(c,b)$, with product $-1$. For $b=c$ the sum is zero. All cases are contained in

$$
\sum_a\varepsilon_{abc}\varepsilon_{aef}=\delta_{be}\delta_{cf}-\delta_{bf}\delta_{ce}.
$$

The same identity with the free indices renamed gives

$$
\sum_d\varepsilon_{dbf}\varepsilon_{dec}=\delta_{be}\delta_{fc}-\delta_{bc}\delta_{fe}.
$$

Multiply the two and sum over $b,c,e,f$. The four products are

$$
\begin{aligned}
\sum\delta_{be}\delta_{cf}\,\delta_{be}\delta_{fc}&=9,\\
-\sum\delta_{be}\delta_{cf}\,\delta_{bc}\delta_{fe}&=-3,\\
-\sum\delta_{bf}\delta_{ce}\,\delta_{be}\delta_{fc}&=-3,\\
+\sum\delta_{bf}\delta_{ce}\,\delta_{bc}\delta_{fe}&=+3 .
\end{aligned}
$$

In the first sum $b=e$ and $c=f$ remain independent, which leaves $3\times3$ terms. In each of the others the deltas force all four indices to be equal, which leaves three. The total is $9-3-3+3=6$, as before.

### 2. Orientation of the vertices

Reversing the cyclic order at one vertex exchanges two indices of its tensor, for example $\varepsilon_{abc}\to\varepsilon_{acb}=-\varepsilon_{abc}$. Every term changes sign. If $k$ vertices are reversed,

$$
T\to(-1)^k\,6 .
$$

Of the $2^4=16$ choices, those with $k=0,2,4$ give $+6$, and there are $1+6+1=8$ of them. Those with $k=1,3$ give $-6$, and there are $4+4=8$. The magnitude 6 is independent of the choice; the sign has a meaning only once the order at each vertex is specified. Cyclic permutations such as $(abc)\to(bca)$ are even and change nothing.

The order used here can be read from a plane drawing. Put $V_1$ at the centre of an equilateral triangle with $V_2$ at the top, $V_3$ at the lower left and $V_4$ at the lower right. Around $V_1$, going anticlockwise, one meets $a$ (to the top), $b$ (to the lower left) and $c$ (to the lower right). Around $V_2$ one meets $a$ (downwards), then $e$ (towards $V_4$), then $f$ (towards $V_3$). Around $V_3$ the order is $d,b,f$, and around $V_4$ it is $e,c,d$, a cyclic permutation of $d,e,c$. All four vertices are thus read anticlockwise. Reading all four clockwise is the case $k=4$ and also gives $+6$, so the mirror image of the drawing has the same value.

### 3. Normalised vertices

The squared norm of the tensor is the sum of its squared components. Six components are $\pm1$ and the rest vanish:

$$
\sum_{ijk}\varepsilon_{ijk}\varepsilon_{ijk}=6 .
$$

The tensor $\varepsilon_{ijk}/\sqrt6$ therefore has unit norm. The tetrahedron has four vertices, so with normalised vertices its value is

$$
\frac{T}{(\sqrt6)^4}=\frac{6}{36}=\frac16\approx0.166667 .
$$

The number 6 enters in two different roles. In the numerator it counts the colourings of the tetrahedron; in the denominator it is the squared norm of one vertex.

### 4. Identification with the 6j symbol

The 6j symbol is defined with magnetic quantum numbers $m=1,0,-1$, while $T$ is written with Cartesian indices. The two are connected by the spherical unit vectors

$$
\mathbf e_{\pm1}=\mp\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2},\qquad \mathbf e_0=\hat{\mathbf z}.
$$

Both the vertices and the edges have to be translated, and each translation can produce a phase.

**Vertices.** The Levi-Civita tensor evaluated on three spherical vectors is the triple product

$$
D(m_1,m_2,m_3)=\sum_{ijk}\varepsilon_{ijk}(\mathbf e_{m_1})_i(\mathbf e_{m_2})_j(\mathbf e_{m_3})_k
=\mathbf e_{m_1}\cdot(\mathbf e_{m_2}\times\mathbf e_{m_3}),
$$

without complex conjugation. It changes sign when two arguments are exchanged, so it vanishes unless the three $m$ values are a permutation of $1,0,-1$.

The 3j symbol with all $j=1$ has the same property, since exchanging two columns multiplies a 3j symbol by $(-1)^{j_1+j_2+j_3}=(-1)^3=-1$. Two totally antisymmetric functions of three arguments, each taking three values, are proportional, and one component fixes the factor.

For $D$, use $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$ and $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$:

$$
\mathbf e_0\times\mathbf e_{-1}=\frac{\hat{\mathbf z}\times(\hat{\mathbf x}-i\hat{\mathbf y})}{\sqrt2}=\frac{\hat{\mathbf y}+i\hat{\mathbf x}}{\sqrt2},
$$

$$
D(1,0,-1)=-\frac{(\hat{\mathbf x}+i\hat{\mathbf y})\cdot(i\hat{\mathbf x}+\hat{\mathbf y})}{2}=-\frac{i+i}{2}=-i .
$$

For the 3j symbol, start from its relation to the Clebsch–Gordan coefficient,

$$
\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1j_2m_2|j_3,-m_3\rangle .
$$

The state of two spins 1 with total spin 1 and projection 1 has the form $\alpha|1,0\rangle+\beta|0,1\rangle$, where the entries are $m_1,m_2$. The raising operator must annihilate it. It gives $\sqrt2(\alpha+\beta)|1,1\rangle$, so $\beta=-\alpha$. With unit norm and the standard choice $\alpha>0$, $\alpha=1/\sqrt2$. Hence

$$
\begin{pmatrix}1&1&1\\1&0&-1\end{pmatrix}=\frac{(-1)^{1}}{\sqrt3}\,\frac1{\sqrt2}=-\frac1{\sqrt6}\approx-0.408248 .
$$

Since $-i\,D(1,0,-1)=(-i)(-i)=-1$, the two results are related by

$$
\begin{pmatrix}1&1&1\\m_1&m_2&m_3\end{pmatrix}=-\frac{i}{\sqrt6}\,D(m_1,m_2,m_3),
\qquad D=i\sqrt6\begin{pmatrix}1&1&1\\m_1&m_2&m_3\end{pmatrix}.
$$

This relation was tested for all 27 components. Apart from the phase $-i$, the 3j symbol is the normalised Levi-Civita tensor of part 3.

**Edges.** An edge joins two equal Cartesian indices, so it represents $\delta_{ii'}$. The spherical vectors are orthonormal, hence $\sum_m(\mathbf e_m)_i(\mathbf e_m^*)_{i'}=\delta_{ii'}$. Their definition gives $\mathbf e_m^*=(-1)^m\mathbf e_{-m}$; for instance $\mathbf e_1^*=-(\hat{\mathbf x}-i\hat{\mathbf y})/\sqrt2=-\mathbf e_{-1}$. Therefore

$$
\delta_{ii'}=\sum_m(-1)^m(\mathbf e_m)_i(\mathbf e_{-m})_{i'} .
$$

An edge joins $m$ at one end to $-m$ at the other. Replacing $m$ by $-m$ in the sum leaves it unchanged, so either end may receive $m$.

**Assembly.** Number the edges $a,b,c,d,e,f$ as $1,\ldots,6$ and insert the last formula on each edge, choosing the ends to match the definition of the 6j symbol:

$$
\begin{aligned}
T=\sum_{m_1\ldots m_6}(-1)^{\sum_k m_k}\,&D(-m_1,-m_2,-m_3)\,D(m_1,-m_5,m_6)\\
\times\,&D(m_4,m_2,-m_6)\,D(-m_4,m_5,m_3).
\end{aligned}
$$

Now replace each $D$ by $i\sqrt6$ times its 3j symbol. The four vertices give $(i\sqrt6)^4=36$. The 6j definition has the sign $(-1)^{\sum_k(1-m_k)}$ instead of $(-1)^{\sum_k m_k}$. For integer $m$, $(-1)^{1-m}=-(-1)^m$, so there is one additional minus sign per edge, and six edges give $(-1)^6=1$. Consequently

$$
T=36\begin{Bmatrix}1&1&1\\1&1&1\end{Bmatrix},
\qquad
\begin{Bmatrix}1&1&1\\1&1&1\end{Bmatrix}=\frac{6}{36}=\frac16 .
$$

The phases from the four vertices and the six edges each multiply to $+1$, so the 6j symbol has the same sign as $T$. That sign is positive for the order of the edges used here, which is also the order of the columns in the 6j definition. The opposite sign convention for the 3j symbol would replace $i$ by $-i$, and $(-i)^4=1$ as well.

One term of the magnetic sum shows how this works. Take $(m_1,\ldots,m_6)=(0,1,-1,0,1,1)$. The lower rows of the four 3j symbols are $(0,-1,1)$, $(0,-1,1)$, $(0,1,-1)$ and $(0,1,-1)$. They occur in equal pairs, so the product is $(1/6)(1/6)=1/36$. The phase is $(-1)^{6-2}=+1$. The full numerical sum has six nonzero terms, each equal to $0.027778\approx1/36$, and they add up to $0.166667$.

### 5. Recoupling of three spins

Let $|x\rangle,|y\rangle,|z\rangle$ be the spin-1 states that transform under rotations like the Cartesian unit vectors. The cross product is the bilinear combination of two vectors that is again a vector, so it couples two spins 1 to spin 1. A state with $J_{12}=1$ and $J=1$ has the structure $(\mathbf A\times\mathbf B)\times\mathbf C$, and a state with $J_{23}=1$ and $J=1$ has the structure $\mathbf A\times(\mathbf B\times\mathbf C)$, where $\mathbf A,\mathbf B,\mathbf C$ belong to spins 1, 2 and 3. The double cross products are

$$
(\mathbf A\times\mathbf B)\times\mathbf C=\mathbf B(\mathbf A\cdot\mathbf C)-\mathbf A(\mathbf B\cdot\mathbf C),
\qquad
\mathbf A\times(\mathbf B\times\mathbf C)=\mathbf B(\mathbf A\cdot\mathbf C)-\mathbf C(\mathbf A\cdot\mathbf B).
$$

The coefficients of $A_aB_bC_c$ in component $i$ are

$$
L^i_{abc}=\delta_{ib}\delta_{ac}-\delta_{ia}\delta_{bc},\qquad
R^i_{abc}=\delta_{ib}\delta_{ac}-\delta_{ic}\delta_{ab}.
$$

For fixed $i$, the square of one delta product summed over $a,b,c$ is 3, because one index is fixed and two are equal but free. The sum of two different delta products is 1, because all indices must equal $i$. Hence

$$
\sum_{abc}(L^i_{abc})^2=3-2+3=4,\qquad \sum_{abc}(R^i_{abc})^2=4,\qquad
\sum_{abc}L^i_{abc}R^i_{abc}=3-1-1+1=2 .
$$

The normalised overlap is

$$
\frac{2}{\sqrt{4\cdot4}}=\frac12 .
$$

For two different components $i\neq i'$ every sum in the overlap contains $\delta_{ii'}$ and vanishes. The overlap is therefore the same for each component, and also for each projection $M$, whose states are the same linear combinations of components on both sides.

The tetrahedron appears when the free index is summed as well. The unnormalised overlap $\sum_{i}\sum_{abc}L^i_{abc}R^i_{abc}=3\cdot2=6$ contains two tensors from each double cross product, joined along six lines, and equals $T$. Dividing by the number of components, 3, and by the product of the two norms, $\sqrt4\,\sqrt4=4$, gives

$$
\frac{T}{3\cdot4}=\frac{T}{12}=3\cdot\frac{T}{36}=3\begin{Bmatrix}1&1&1\\1&1&1\end{Bmatrix}=\frac12 .
$$

The sign of this overlap depends on the order of the factors: writing $\mathbf B\times\mathbf A$ for $\mathbf A\times\mathbf B$ reverses it. The probability does not depend on that order:

$$
P(J_{23}=1)=\left(\frac12\right)^2=\frac14 .
$$

An independent test used the spin matrices. In the $3^3=27$-dimensional space of three spins 1, the states with $J=1$, $M=1$ and either $J_{12}=1$ or $J_{23}=1$ were found by diagonalisation. Their squared overlap is $0.250000$.

For $J_{23}=0$, spins 2 and 3 form the scalar $\mathbf B\cdot\mathbf C$, and the state has the structure $\mathbf A(\mathbf B\cdot\mathbf C)$ with coefficients $\delta_{ia}\delta_{bc}$ and squared norm 3. Its overlap with the $J_{12}=1$ state is

$$
\frac{\sum_{abc}(\delta_{ib}\delta_{ac}-\delta_{ia}\delta_{bc})\,\delta_{ia}\delta_{bc}}{\sqrt4\,\sqrt3}
=\frac{1-3}{2\sqrt3}=-\frac1{\sqrt3},
\qquad P(J_{23}=0)=\frac13 .
$$

The possible values of $J_{23}$ are 0, 1 and 2. Each can combine with spin 1 to $J=1$ in one way, so for fixed $M$ the three states form an orthonormal basis of the states with $J=1$ and that $M$. The probabilities add up to one:

$$
P(J_{23}=2)=1-\frac13-\frac14=\frac5{12}.
$$

For $J=1$, the definite value $J_{12}=1$ therefore leaves $J_{23}$ uncertain. The case $J=0$ is different. The pair of spins 2 and 3 must then have spin 1 to cancel spin 1 of the remaining particle, and the same holds for the pair 1 and 2. There is a single state, proportional to $\mathbf A\cdot(\mathbf B\times\mathbf C)$, and $J_{12}=J_{23}=1$ with certainty.

The replacement of a 3j symbol by $\varepsilon_{ijk}/\sqrt6$ rests on all three lines at the vertex having spin 1. If a line has another spin, it has $2j+1\neq3$ components and the vertex is a different invariant tensor. The 6j symbol is still a tetrahedron of 3j symbols, but the count of part 1 no longer applies as it stands. For integer spins a related sum over $x,y,z$ can take its place. If edge $f$ has spin 0, the vertices $V_2$ and $V_3$ become $\delta_{ae}/\sqrt3$ and $\delta_{db}/\sqrt3$ up to phases, and the phases of all vertices and edges again multiply to $+1$. The sum $\sum_{abc}\varepsilon_{abc}\varepsilon_{bac}=-6$ then gives the 6j symbol with $j_6=0$ and all other entries 1 as $-6/(6\cdot3)=-1/3$.

## Numbers as computed

```
Sum of squared components of eps: 6
Index assignments searched: 729
Nonzero terms: 6
  edges a b c d e f = x y z x y z  term = +1
  edges a b c d e f = x z y x z y  term = +1
  edges a b c d e f = y x z y x z  term = +1
  edges a b c d e f = y z x y z x  term = +1
  edges a b c d e f = z x y z x y  term = +1
  edges a b c d e f = z y x z y x  term = +1
Tetrahedron contraction T: +6
Four delta products: +9 -3 -3 +3
Vertex orientations giving +6: 8, giving -6: 8
Triple product e_1.(e_0 x e_-1): real +0.0000, imaginary -1.0000
3j symbol (1 1 1; 1 0 -1): -0.408248
Largest error of 3j = -i D/sqrt(6), 27 components: below 1e-12 is True
Nonzero terms in the magnetic sum: 6
Smallest and largest of these terms: +0.027778 +0.027778
Normalised tetrahedron T/36: +0.166667
6j from the magnetic sum: +0.166667
6j from exact library evaluation: 1/6
Squared norms of nested products: 4 4
Their unnormalised overlap: +2
Normalised recoupling overlap: +0.500000
Dimension of the three-spin space: 27
Recoupling probability by diagonalisation: 0.250000
```
